How a Partial Core Density Affects the Plane-Wave Density Cutoff

**Question.** A norm-conserving pseudopotential is given a nonlinear core correction: a fixed partial core density ρ_pc, equal to the true core beyond a matching radius r_m and smooth inside, is added to the valence density in the exchange-correlation functional. Which of the two plane-wave cutoffs does this affect, the one for the wavefunctions or the one for the density? How does the effect follow from the form factor of ρ_pc, and how large is it as r_m varies?

**Answer.** The correction raises the density cutoff when r_m is small enough, and leaves it alone when r_m is large. The wavefunction cutoff is nearly unchanged: in the atom from which the pseudopotential was built, the converged screened potential is the same with and without the correction, and in the model crystal below it differs little. Hartree atomic units are used, and a cutoff wavenumber G means an energy G²/2. The functional is the spin-unpolarized LDA, with v = δE_xc/δρ and f = dv/dρ.

**What the valence electrons need**

Let ψ(r) = Ω^(−1/2) Σ c_G e^{iG·r} with |G| ≤ G_w in a cell of volume Ω. Its density has components

ρ_v(K) = (1/Ω) Σ_G c*_G c_{G+K}.

Both G and G+K lie in the sphere of radius G_w, so |K| ≤ 2G_w. A local potential enters the Hamiltonian as ⟨G|v|G'⟩ = v(G−G'), again only up to 2G_w. The kinetic, Hartree and ionic energies are therefore exact at E_ρ = (2G_w)²/2 = 4E_w. This needs norm conservation, since augmentation charges are not products of plane-wave orbitals.

The partial core is not such a product either. For one atom at the origin its components are ρ_pc(G) = F(|G|)/Ω, where F is the form factor, and nothing makes F vanish beyond 2G_w. The core appears only in E_xc[ρ_v + ρ_pc], which is nonlinear, so all components of ρ_pc contribute. Here the core is cut sharply at |G| ≤ Q, and the xc integral is done on a grid fine enough that sampling error, a separate effect, is negligible.

**The form factor**

For a spherical density, the angular average of e^{−iq·r} is sin(qr)/(qr). With g = rρ,

F(q) = (4π/q) I(q),  I(q) = ∫₀^∞ g(r) sin(qr) dr.

The Louie–Froyen–Cohen partial core is g = A sin(Br) for r < r_m and g = rρ_c outside. Continuity of ρ and ρ' is continuity of g and g', which gives

B cot(Br_m) = g'(r_m)/g(r_m),  A = g(r_m)/sin(Br_m).

Inside, g'' = −B²g and g''' = −B²g'. The jumps, outside minus inside, are

J₂ = g''_out + B²g,  J₃ = g'''_out + B²g'.

Because g'' = rρ'' + 2ρ' and ρ' is continuous, J₂ = r_m Δρ''.

The tail of F follows from integration by parts. The first step has no boundary term, since g(0) = 0, g is continuous and g decays:

I = (1/q) ∫ g' cos(qr) dr.

The second has none either, since sin 0 = 0 and g' is continuous:

I = −(1/q²) ∫ g'' sin(qr) dr.

In the third the antiderivative term −g'' cos(qr)/q is taken on each side of r_m. The inner piece gives −g''_in cos(qr_m)/q + g''(0)/q with g''(0) = 0, and the outer piece gives +g''_out cos(qr_m)/q:

∫ g'' sin(qr) dr = J₂ cos(qr_m)/q + (1/q) ∫ g''' cos(qr) dr.

In the fourth the term g''' sin(qr)/q gives (g'''_in − g'''_out) sin(qr_m)/q = −J₃ sin(qr_m)/q, with a remainder of order q⁻². Collecting the terms,

F(q) = 4π [ −J₂ cos(qr_m)/q⁴ + J₃ sin(qr_m)/q⁵ + O(q⁻⁶) ].

For the unsmoothed core the origin term survives instead. The cusp condition ρ'(0) = −2Zρ(0) gives g''(0) = 2ρ'(0) = −4Zρ(0), so F → 16πZρ(0)/q⁴: the same power, with the density at the nucleus as coefficient, though this limit is reached only for q well above 2Z. If the inner density is a smooth even function of r and the first jump is pushed to the k-th derivative, each extra integration by parts is free of boundary terms and F falls as q^−(k+2). Odd powers of r inside add terms from the origin: an r³ term makes g''''(0) nonzero and contributes a q⁻⁶ tail however large k is.

**The discarded weight**

Let δ(r) be the part of ρ_pc with |G| > Q. Parseval's theorem, and Σ_G → Ω∫d³q/(2π)³ when many shells contribute, give

S(Q) = ∫δ² d³r = Ω Σ_{G>Q} (F/Ω)² ≈ (1/2π²) ∫_Q^∞ q²F² dq.

The leading term of F gives S ≈ 8J₂² ∫ cos²(qr_m) q⁻⁶ dq. With cos²x = (1 + cos 2x)/2, ∫_Q^∞ q⁻⁶ dq = 1/(5Q⁵), and one integration by parts, ∫_Q^∞ cos(2qr_m) q⁻⁶ dq ≈ −sin(2Qr_m)/(2r_mQ⁶),

S(Q) ≈ (4J₂²/5Q⁵) [1 − 5 sin(2Qr_m)/(2Qr_m) + O(Q⁻²)].

**The energy error**

With ρ = ρ_v + ρ_pc and ρ_v held fixed, a Taylor expansion in δ, valid where |δ| ≪ ρ, gives

ΔE(Q) = E_xc[ρ − δ] − E_xc[ρ] = T₁ + T₂ + O(δ³),
T₁ = −∫vδ d³r = −Ω Σ_{G>Q} v(G) ρ_pc(G),
T₂ = ½ ∫fδ² d³r ≡ ½ f̄ S.

Holding ρ_v fixed is justified by the variational principle. The energy is stationary in ψ, so relaxation is second order in the change of potential, and it can only lower the energy.

T₁ is first order in δ but picks out only the high-G part of v, which the same kink produces. From v' = fρ' follows v'' = fρ'' + (df/dρ)ρ'². Since ρ and ρ' are continuous and ρ_v is smooth at r_m, the jump is Δv'' = f(r_m)Δρ'', and rv has the second-derivative jump f(r_m)J₂. The integration by parts above then gives v(G) ≈ f(r_m)ρ_pc(G) at large G, so

T₁ ≈ −f(r_m) S.

This is positive, because f < 0; the exchange part is f_x = −(1/3)(3/π)^{1/3} ρ^{−2/3}.

T₂ is negative, and its weight f̄ depends on where δ lives. Inverting the transform, rδ(r) = (1/2π²)∫_Q^∞ qF sin(qr) dq. Insert the leading F, use cos(qr_m) sin(qr) = ½[sin q(r−r_m) + sin q(r+r_m)], and use ∫_Q^∞ sin(qa) q⁻³ dq ≈ cos(Qa)/(aQ³) for |a|Q ≫ 1:

rδ ≈ −(J₂/πQ³) [ cos Q(r−r_m)/(r−r_m) + cos Q(r+r_m)/(r+r_m) ].

For an order-of-magnitude estimate keep the first term and average cos² to ½. The second term and the cross term scale with Q in the same way and are negligible only for r − r_m ≪ r_m; at distances comparable to r_m they interfere with the first and can change the estimate by a factor of several. The weight lying further than d outside r_m is 4π(J₂/πQ³)²/(2d) = 2J₂²/(πQ⁶d), a fraction 5/(2πQd) of S, about 6% for Q = 14 bohr⁻¹ and d = 1 bohr. That small fraction sits where the density is low and |f| is large. Hence |f̄| exceeds |f(r_m)| when r_m lies inside the dense core, and approaches it only roughly as 1/Q, with a coefficient that oscillates strongly with Q. In the limit Q → ∞, ΔE → −½f(r_m)S > 0, but for a hard core the limit is remote: in the sodium model below, with r_m = 0.8 bohr and the core resolved to 56 bohr⁻¹, f̄/f(r_m) is 1.6, 5.0 and 3.8 at Q = 14, 20 and 28 bohr⁻¹, and ΔE is still negative at the last two. At finite Q,

ΔE ≈ [ −f(r_m) + ½f̄ ] S

is a difference of comparable terms and can have either sign. The required Q must therefore be defined as the cutoff beyond which |ΔE| stays below a tolerance η. Setting T₁ = η gives a scale for it, which is an estimate and not a bound:

Q* = [ 4|f(r_m)| J₂² / (5η) ]^{1/5},  G_ρ = max(2G_w, Q).

The dependence on r_m comes through J₂ = g(g''_out/g + B²). In a roughly exponential core tail the bracket varies slowly, so J₂ follows r_mρ_c(r_m). While the core dominates the density at r_m, |f|J₂² ∝ r_m²ρ_c^{4/3}, which falls roughly exponentially with r_m.

For a gradient-corrected functional v contains ∇²ρ, so v itself jumps at r_m. Its form factor then falls as q⁻², and T₁ ∝ ∫q²·q⁻²·q⁻⁴ dq ∝ Q⁻³. The formulas above are for the LDA only.

**Why the wavefunctions do not see the hard part**

The pseudopotential is built from a screened potential V_scr that reproduces the valence level, with pseudo-density ρ_ref; neither involves ρ_pc. Unscreening defines

V_ion = V_scr − V_H[ρ_ref] − v[ρ_ref + ρ_pc],

and in use the electrons feel

V_eff = V_ion + V_H[ρ_v] + v[ρ_v + ρ_pc].

For ρ_v = ρ_ref the xc terms cancel and V_eff = V_scr, whatever ρ_pc is. The converged orbital is then the one without core correction, and so is its plane-wave convergence if V_scr is held fixed. In a self-consistent calculation with a truncated basis, ρ_v departs slightly from ρ_ref and the response of v depends on ρ_pc. This changes the basis error a little, because the response term is second order in the orbital error, like the basis error itself, but lacks the large kinetic factor G²/2. The correction does change the ionic potential, by

ΔV_ion = −v[ρ_ref + ρ_pc] + v[ρ_ref],

which carries the kink, with jump −f(r_m)J₂ in (rΔV_ion)''. This term vanishes where ρ_pc ≪ ρ_ref, so it is short-ranged and the comparison can be made atom by atom. In an environment where ρ_v = ρ_ref + δρ_v near the atom, subtracting V_eff without core from V_eff with core, at the same ρ_v, leaves

D = {v[ρ_v+ρ_pc] − v[ρ_ref+ρ_pc]} − {v[ρ_v] − v[ρ_ref]} ≈ (f[ρ_ref+ρ_pc] − f[ρ_ref]) δρ_v.

The kink survives only in the first brace, with jump (df/dρ)δρ_v J₂. For exchange df/dρ = −(2/3)f/ρ, so its size relative to the kink in ΔV_ion is (2/3)|δρ_v|/ρ(r_m), small when the core dominates at r_m. In that region |f[ρ_ref+ρ_pc]| ≪ |f[ρ_ref]|, so D ≈ −f[ρ_ref]δρ_v, a function built from valence quantities alone and independent of r_m. Further out, where the core no longer dominates, this expression overestimates D. There, at any point beyond r_m, ρ_pc is the true core, so D at given ρ_v is again independent of r_m.

The basis error measures how strongly V_eff couples ψ to excluded waves. For one electron, let ψ be the eigenstate in the truncated basis with eigenvalue ε, and admix a wave G with real amplitude a. To second order the energy changes by 2aR_G + a²(H_GG − ε), with R_G = ⟨G|V_eff|ψ⟩ real. The minimum is at a = −R_G/(H_GG − ε), and summing independent contributions gives

δE(G_w) ≈ Σ_{G>G_w} R_G² / (H_GG − ε),

neglecting coupling among excluded waves and the self-consistent response. The core enters through D, both directly in ⟨G|D|ψ⟩ and through the small change that D makes in ψ and ε, and the denominator grows as G²/2. The truncation error ΔE(Q) has neither the cancellation nor the denominator. The cancellation requires that the same ρ_pc be used in unscreening and in the calculation; omitting it in the latter leaves ΔV_ion in V_eff.

**Numbers for sodium**

The all-electron atom is solved in the LDA (Slater exchange, VWN correlation), giving ε_3s = −0.10341 Ha. A nodeless norm-conserving orbital u = r exp(p), with p an even polynomial of degree 10 and r_c = 2.8 bohr, defines V_scr, used as a local potential; diagonalizing it returns −0.10344 Ha. The environment is a model: a simple cubic array with L = 6.5 bohr and one electron in the Γ state, solved self-consistently. Errors are relative to G_w = 7.971 and Q = 32 bohr⁻¹, negative truncated densities are clipped to zero, and η = 10⁻⁴ Ha. The printed numerical check follows this text; it labels ΔV_ion as |B|.

At G_w = 2.900 bohr⁻¹ the valence density component at 2G_w is 2.7×10⁻¹² e/bohr³, and beyond it rounding noise of 10⁻¹⁹. Cutting the potential at 2G_w leaves the Hamiltonian unchanged, while cutting it at 4.323 bohr⁻¹ changes elements by up to 3.1×10⁻³ Ha.

For r_m = 0.8, 1.2, 1.6, 2.0, 2.4 bohr the partial core holds 6.97, 4.19, 2.06, 0.91, 0.38 electrons, and J₂ = 10.57, 3.234, 0.802, 0.197, 0.0498 e/bohr⁴. The ratio J₂/(r_mρ_c) is 10.57/(0.8 × 0.9426) = 14.0 bohr⁻² at the first radius and 0.0498/(2.4 × 0.00175) = 11.9 bohr⁻² at the last, while ρ_c falls by a factor of about 540. Near q = 40 bohr⁻¹ the integrated weight agrees with the asymptote to about 1%. At lower q the agreement is looser: for r_m = 0.8, q = 12, where cos 9.6 = −0.985 and sin 9.6 = −0.174,

F ≈ 4π [ 10.57 × 0.985/12⁴ + 10.91 × 0.174/12⁵ ] = 6.4×10⁻³ e,

which is 11% below the computed 7.18×10⁻³ e. For r_m = 1.2 and Q = 14, with sin 33.6 = 0.818,

S ≈ 4 × 3.234²/(5 × 14⁵) × (1 − 5 × 0.818/33.6) = 1.56×10⁻⁵ × 0.878 = 1.37×10⁻⁵,

4% above the lattice sum 1.313×10⁻⁵ e²/bohr³. That sum stops at the reference Q = 32 bohr⁻¹; carried to 56 bohr⁻¹ it is 1.336×10⁻⁵, and the gap shrinks to about 2%.

The second-order formula is tested at Q = 14 against direct differences of E_xc. For r_m = 0.8, T₁ + T₂ = 6.118×10⁻⁵ − 5.153×10⁻⁵ = 9.65×10⁻⁶ Ha, equal to the direct value at that precision. For r_m = 1.2, 1.208×10⁻⁵ − 1.475×10⁻⁵ = −2.67×10⁻⁶ Ha, again the direct value. The sum is positive when T₁/(|f(r_m)|S) exceeds f̄/(2f(r_m)). These two ratios are 6.118/(0.350 × 18.43) = 0.95 and 0.559/0.700 = 0.80 for r_m = 0.8, and 0.86 and 2.247/2.128 = 1.06 for r_m = 1.2. For r_m = 1.6 they are 2.262/(3.060 × 0.887) = 0.83 and 5.243/6.120 = 0.86, so ΔE = −6.4×10⁻⁸ Ha is negative although f̄/f(r_m) = 1.7 is below 2; the asymptotic form [−f(r_m) + ½f̄]S gives the wrong sign there. These small differences depend on the reference: moving it from Q = 32 to 56 bohr⁻¹ changes the three values of ΔE to 9.0×10⁻⁶, −2.66×10⁻⁶ and −4.9×10⁻⁸ Ha, with the same signs. At the cell corner, where ρ_v = 0.00302 e/bohr³, f_x = −0.328 × 0.00302^{−2/3} ≈ −16 Ha bohr³, some 45 times f(r_m) for r_m = 0.8. The relation T₁ ≈ −f(r_m)S is only asymptotic: for r_m = 1.2 the ratio T₁/(−fS) is 1.208/(1.064 × 1.313) = 0.86 at Q = 14 and 1.010 at Q = 20. The second value is affected by the reference cut at 32 bohr⁻¹; with the core resolved to 56 bohr⁻¹ the ratio is 0.85, 0.94 and 0.96 at Q = 14, 20 and 28, approaching 1 from below. Letting the orbital relax leaves 9.6446×10⁻⁶ Ha (r_m = 0.8, Q = 14, G_w = 2.900) unchanged to the five digits printed.

On the wavefunction side, the root-sum-square of components with 4 < G ≤ 8 bohr⁻¹ for r_m = 0.8 is 4.043×10⁻³ Ha for ΔV_ion and 1.58×10⁻⁴ Ha for the self-consistent D, a ratio of 0.039. The basis errors at G_w = 1.674, 2.368, 2.900 bohr⁻¹ are 2.926×10⁻³, 1.568×10⁻⁴, 1.453×10⁻⁴ Ha without core, and 2.874×10⁻³, 1.513×10⁻⁴, 1.404×10⁻⁴ Ha with r_m = 0.8. Raising the reference G_w to 10.6 bohr⁻¹ changes them by only 3×10⁻⁹ Ha, but they depend at the 0.5% level on how the atom is solved: on a radial grid instead of a Gaussian basis the values at G_w = 2.900 are 1.445×10⁻⁴ and 1.397×10⁻⁴ Ha. The core lowers them by 2 to 3.5% of the no-core values. They agree to four digits for r_m = 0.8, 1.2 and 1.6, although J₂ changes thirteenfold, as expected if D hardly depends on r_m. The perturbative sum at G_w = 2.900 gives 1.504×10⁻⁴ Ha with core, 7% above the self-consistent error. The error barely falls between 2.368 and 2.900 bohr⁻¹, with or without core. Every variant first meets η at the same shell, G_w = 3.485 bohr⁻¹, so E_w = 3.485²/2 = 6.07 Ha (165 eV) and 2G_w = 6.971 bohr⁻¹.

The scale estimate for the core gives

r_m = 0.8: Q* = (0.8 × 0.350 × 10.57²/10⁻⁴)^{1/5} = (3.13×10⁵)^{1/5} = 12.6
r_m = 1.2: Q* = (0.8 × 1.064 × 3.234²/10⁻⁴)^{1/5} = (8.90×10⁴)^{1/5} = 9.8
r_m = 1.6: Q* = (0.8 × 3.060 × 0.802²/10⁻⁴)^{1/5} = (1.57×10⁴)^{1/5} = 6.9

in bohr⁻¹. A direct scan in steps of 0.5 bohr⁻¹ finds 13.5, 9.0 and 6.5, within about 1 bohr⁻¹ of these. Resolved shell by shell, the thresholds are 13.04, 8.86 and 6.27 bohr⁻¹, which would lower the first two ratios E_ρ/E_w given below to 14 and 6.5. For r_m = 2.0 it finds 3.5. For r_m = 2.4 the error is below η at every point scanned, so the printed 2.0 is merely the start of the scan.

Single values of ΔE can mislead, because ΔE does not shrink steadily with Q: it oscillates, and at some cutoffs it passes near or through zero. For r_m = 1.2 the error is −2.07×10⁻³ Ha at Q = 6 and only −2.25×10⁻⁵ Ha at 2G_w, yet it is again at or above η at Q = 8.5. For r_m = 0.8 it is 1.18×10⁻⁵ Ha at Q = 10, although it stays below η only beyond Q ≈ 13. At Q = 2G_w this hardest core rings strongly enough to drive the total density to −0.00259 e/bohr³. The Taylor expansion fails there, and the error of −6.0×10⁻³ Ha depends slightly on the clipping rule: it changes by about 1% if a negative density is replaced by its absolute value instead of zero.

The resulting density cutoffs, at fixed E_w = 6.07 Ha and with the resolution of the 0.5 bohr⁻¹ step, are

r_m = 0.8 bohr: E_ρ = 13.5²/2 = 91 Ha (about 2500 eV), E_ρ/E_w = 15
r_m = 1.2 bohr: E_ρ = 9.0²/2 = 40.5 Ha (about 1100 eV), E_ρ/E_w = 6.7
r_m = 1.6, 2.0, 2.4 bohr: E_ρ = 6.971²/2 = 24.3 Ha (661 eV), E_ρ/E_w = 4.

In this model the crossover lies between 1.2 and 1.6 bohr, where the core is 114 and 15 times the atomic pseudo-valence density. Its position depends on the valence pseudopotential as well as on the core, since Q is compared with 2G_w: a softer valence potential lowers 2G_w and moves the crossover outward. A tighter tolerance raises the estimate Q* as η^(−1/5), a factor of 1.6 per decade. The cutoff found by a direct scan need not grow by the same factor, because ΔE oscillates, and 2G_w can grow too, so the crossover also depends on η. All these cutoffs refer to the absolute energy of one atom at a symmetric site, with a local potential, one electron and a sharply cut core; energy differences, forces and stresses in real solids were not examined and can converge at different cutoffs.

Computed values

```
Z=11, rc=2.8 bohr, L=6.5 bohr, Omega=274.625 bohr^3, tol=1e-04 Ha
eps 1s,2s,2p = -37.7200 -2.0634 -1.0606 Ha
eps 3s all-electron = -0.10341 Ha, pseudo (sine basis) = -0.10344 Ha
3s charge inside rc = 0.2376 e, V_scr(0) = 1.4603 Ha
rm[bohr] B[1/bohr] A[e/bohr^2] N_pc[e] rho_c(rm)[e/bohr^3] rho_c/rho_v(rm)
0.8 2.9223 1.04734 6.9654 0.94256 985.22
1.2 2.1361 0.39762 4.1927 0.18112 114.40
1.6 1.6723 0.12857 2.0613 0.03610 15.15
2.0 1.3728 0.03987 0.9142 0.00769 2.63
2.4 1.1644 0.01231 0.3838 0.00175 0.60
rm J2[e/bohr^4] J3[e/bohr^5] S_num/S_asym(Q~40) F(4) F(8) F(12)[e], q in 1/bohr
0.8 10.5685 -10.9071 1.006 9.282e-01 -3.965e-02 7.181e-03
1.2 3.2336 -9.5915 0.991 9.878e-02 9.905e-03 2.565e-05
1.6 0.8022 -2.6520 0.989 -3.068e-02 -2.350e-03 -4.770e-04
2.0 0.1971 -0.6606 0.990 -4.372e-03 5.710e-04 -1.922e-05
2.4 0.0498 -0.1647 1.001 1.792e-03 -1.438e-04 2.836e-05
2pi/L = 0.9666, reference Gw = 7.971, reference Q = 32.0 1/bohr
basis error [Ha] at Gw = 1.674 2.368 2.900 1/bohr; needed Gw
no core 2.926e-03 1.568e-04 1.453e-04  3.485
rm=0.8 2.874e-03 1.513e-04 1.404e-04  3.485
rm=1.2 2.874e-03 1.513e-04 1.404e-04  3.485
rm=1.6 2.874e-03 1.513e-04 1.404e-04  3.485
rm=2.0 2.874e-03 1.512e-04 1.402e-04  3.485
rm=2.4 2.881e-03 1.523e-04 1.411e-04  3.485
Gw=2.900: max|rho_v(G)| at 2Gw 2.7e-12, beyond 1.4e-19 e/bohr^3
change of H when v is cut at 4.323 1/bohr (<2Gw): 3.12e-03 Ha
perturbative basis error at Gw=2.900, core None: 1.543e-04 Ha
perturbative basis error at Gw=2.900, core 0.8: 1.504e-04 Ha
rm=0.8, 4<G<=8 1/bohr: |B|=4.043e-03 Ha, |D|=1.580e-04 Ha, ratio 0.0391
Q=14 1/bohr: rm S[e^2/bohr^3] T1 T2 dE_direct[Ha] f(rm) fbar[Ha bohr^3]
0.8 1.843e-04 6.118e-05 -5.153e-05 9.652e-06 -0.350 -0.559
1.2 1.313e-05 1.208e-05 -1.475e-05 -2.674e-06 -1.064 -2.247
1.6 8.870e-07 2.262e-06 -2.325e-06 -6.355e-08 -3.060 -5.243
rm=1.2, Q=20 1/bohr: T1/(-f(rm) S) = 1.010
rm=0.8, Q=14, Gw=2.900: frozen 9.6446e-06 Ha, relaxed 9.6446e-06 Ha
min valence density 0.00049, at cell corner 0.00302 e/bohr^3
rm dE[Ha] at Q=2Gw, 6, 10, 14 1/bohr; min total density at 2Gw [e/bohr^3]
0.8 -6.00e-03 -3.62e-03 1.18e-05 9.65e-06; -0.00259
1.2 -2.25e-05 -2.07e-03 -4.36e-05 -2.67e-06; 0.00272
1.6 8.55e-06 -1.23e-04 -3.67e-06 -6.35e-08; 0.00297
2.0 3.54e-06 1.17e-05 7.27e-07 1.57e-07; 0.00303
2.4 5.41e-07 1.38e-06 1.19e-07 2.21e-08; 0.00302
rm 2Gw Q[1/bohr, step 0.5] | Ew Erho[Ha] | Ew Erho[eV] | Erho/Ew
none 6.971 - | 6.07 24.29 | 165 661 | 4.00
0.8 6.971 13.5 | 6.07 91.12 | 165 2480 | 15.00
1.2 6.971 9.0 | 6.07 40.50 | 165 1102 | 6.67
1.6 6.971 6.5 | 6.07 24.29 | 165 661 | 4.00
2.0 6.971 3.5 | 6.07 24.29 | 165 661 | 4.00
2.4 6.971 2.0 | 6.07 24.29 | 165 661 | 4.00
```
